\section*{Fourth-power opposite-spin MP2 and the obstacle posed by exchange}

\section{Two energies and one set of sign changes}

Take the fitted pair densities of a strontium atom and multiply each by a randomly chosen sign. The opposite-spin MP2 energy stays at $-0.120503$ hartree (Ha). The exchange contribution, built from the same arrays, moves in one such draw from $0.07265$ to $0.06444$ Ha. The first energy does not depend on information that the second needs. The fourth-power route to opposite-spin MP2, called the setting below, works with an intermediate that is blind to these signs, so that intermediate cannot by itself give exchange for general arrays.

The setting combines two approximations, each with its own control: an auxiliary basis for the integrals and a number $K$ of Laplace points for the energy denominators. This guide derives the method, the errors governed by the two controls, and the system size at which it begins to pay. Hartree atomic units are used.

\section{What the setting computes}

The reference is a closed-shell Hartree--Fock determinant with real canonical orbitals. Indices $i,j$ denote occupied spatial orbitals and $a,b$ virtual ones. Define
\begin{equation}
\Delta_{ia}=\varepsilon_a-\varepsilon_i>0,\qquad
D_{iajb}=\Delta_{ia}+\Delta_{jb},
\end{equation}
and write $g_{iajb}=(ia|jb)$ for the Coulomb interaction between the pair densities $\rho_{ia}=\phi_i\phi_a$ and $\rho_{jb}=\phi_j\phi_b$.

With capital letters for spin orbitals, the MP2 energy is
\begin{equation}
E_{\rm MP2}=-\frac14\sum_{IJAB}
\frac{[(IA|JB)-(IB|JA)]^2}{D_{IAJB}} .
\end{equation}
Suppose $I$ and $J$ have opposite spins. If $A$ has the spin of $I$, only the first integral survives; if $A$ has the spin of $J$, only the second does. The spins of $I,J$ can be assigned in two ways, so
\begin{align}
E_{\rm OS}&=-\frac24\sum_{iajb}
\frac{g_{iajb}^2+g_{ibja}^2}{D_{iajb}}
=-\sum_{iajb}\frac{g_{iajb}^2}{D_{iajb}} .
\label{eq:os}
\end{align}
The last step exchanges the names $a$ and $b$ in the second term, which leaves $D$ unchanged. For equal spins both integrals survive, again with two spin assignments:
\begin{align}
E_{\rm SS}&=-\frac24\sum_{iajb}
\frac{(g_{iajb}-g_{ibja})^2}{D_{iajb}}
=E_{\rm OS}+E_X,\\
E_X&=+\sum_{iajb}\frac{g_{iajb}g_{ibja}}{D_{iajb}} .
\label{eq:x}
\end{align}
The two squares together give $E_{\rm OS}$, and the cross term $-2g_{iajb}g_{ibja}$ gives $E_X$. Hence $E_{\rm MP2}=2E_{\rm OS}+E_X$. An efficient evaluation of $E_{\rm OS}$ covers all of MP2 except $E_X$.

The worked example is a free Sr atom in the def2-TZVP basis. An effective core potential replaces 28 electrons and the other ten are correlated. Without fitting or quadrature, $E_{\rm OS}=-0.120504$ Ha and $E_X=0.072656$ Ha, so
\begin{equation}
E_{\rm MP2}=2(-0.120504)+0.072656=-0.168352\ {\rm Ha},
\end{equation}
or $-0.336704$ Ry. These digits belong to this basis, which is far from converged: def2-QZVPP gives $E_{\rm OS}=-0.1788$ Ha and $E_{\rm MP2}=-0.2393$ Ha, about 40\% more MP2 correlation energy. The reference also leaves out correlation of the replaced core, correlation beyond second order and spin--orbit coupling.

\section{First control: the auxiliary basis}

Approximate each pair density by $\tilde\rho_{ia}=\sum_P C^P_{ia}\chi_P$. With $V_{PQ}=(P|Q)$ and $J^P_{ia}=(P|ia)$, the Coulomb self-energy of the residual is
\begin{equation}
(\rho_{ia}-\tilde\rho_{ia}|\rho_{ia}-\tilde\rho_{ia})
=g_{iaia}-2\sum_P C^P_{ia}J^P_{ia}
+\sum_{PQ}C^P_{ia}V_{PQ}C^Q_{ia}.
\end{equation}
Setting its derivative with respect to $C^P_{ia}$ to zero gives $VC=J$. The fitted integrals therefore form the matrix $C^TVC=J^TV^{-1}J$. Factor $V=LL^T$ and define $B=L^{-1}J$. Since $V^{-1}=L^{-T}L^{-1}$,
\begin{equation}
\tilde g_{iajb}=\sum_P B^P_{ia}B^P_{jb}.
\label{eq:fit}
\end{equation}

The error has a definite sign in $E_{\rm OS}$. The condition $VC=J$ says that every residual $\delta\rho_{ia}=\rho_{ia}-\tilde\rho_{ia}$ is Coulomb-orthogonal to the auxiliary space. The cross terms in $(\tilde\rho_{ia}+\delta\rho_{ia}|\tilde\rho_{jb}+\delta\rho_{jb})$ vanish, leaving
\begin{equation}
g_{iajb}-\tilde g_{iajb}=(\delta\rho_{ia}|\delta\rho_{jb})\equiv R_{ia,jb}.
\end{equation}
For any coefficients $z_{ia}$, $z^TRz$ is the Coulomb self-energy of $\sum z_{ia}\delta\rho_{ia}$ and cannot be negative. Thus $R$ is positive semidefinite.

To carry this to the energy, use $1/D=\int_0^\infty e^{-Dt}dt$, valid for $D>0$. Let $W$ be diagonal with elements $e^{-\Delta_{ia}t/2}$, and put $\tilde M=W\tilde gW$ and $S=WRW$, both positive semidefinite. At each $t$ the unfitted sum of damped squares is
\begin{equation}
{\rm tr}(\tilde M+S)^2
={\rm tr}\,\tilde M^2+2\,{\rm tr}(S^{1/2}\tilde MS^{1/2})+{\rm tr}\,S^2
\ge {\rm tr}\,\tilde M^2 .
\end{equation}
Integrating over $t$ and restoring the minus sign shows that fitting makes $E_{\rm OS}$ less negative, or leaves it unchanged. Adding functions to an existing auxiliary basis cannot increase $z^TRz$, because the minimization then runs over a larger space. The same inequality, applied to the two fitted matrices, shows that $E_{\rm OS}$ moves monotonically towards its unfitted value.

For Sr, twelve exponents per angular momentum, from $0.02$ to $40.96$ bohr$^{-2}$ in steps of a factor of two, give $A=192$ functions. The fitting error in $E_{\rm OS}$ is $+1.6\times10^{-6}$ Ha. Keeping every second exponent, starting from $0.02$, raises it to $+2.0\times10^{-3}$ Ha; keeping the other half gives $+3.4\times10^{-3}$ Ha. Angular momenta up to $l=3$ suffice here: the occupied orbitals are $s$ and $p$, the virtual ones reach $d$, and a product on one centre reaches at most $1+2=3$. In molecules, pair densities extend over several centres and this stopping rule does not carry over.

\section{Where the fourth power comes from}

Let the numbers of occupied orbitals $o$, virtual orbitals $v$ and auxiliary functions $A$ all grow in proportion to $N$. Fitting alone does not reach $N^4$, because $D_{iajb}$ ties the two pairs together. An enumeration of all pairwise contraction orders, with $1/D$ kept as a dense four-index array, finds $N^5$ as the lowest cost.

The Laplace transform separates the pairs, since $e^{-Dt}=e^{-\Delta_{ia}t}e^{-\Delta_{jb}t}$. Approximate
\begin{equation}
\frac1D\simeq\sum_{q=1}^{K}w_qe^{-Dt_q}.
\end{equation}
Insert this and Eq.~\eqref{eq:fit} into Eq.~\eqref{eq:os}. Squaring the fitted integral needs two auxiliary labels, $P$ and $Q$:
\begin{align}
E_{\rm OS}&\simeq-\sum_qw_q\sum_{PQ}\sum_{iajb}
B^P_{ia}B^P_{jb}B^Q_{ia}B^Q_{jb}
e^{-\Delta_{ia}t_q}e^{-\Delta_{jb}t_q}\nonumber\\
&=-\sum_qw_q\sum_{PQ}
\Big(\sum_{ia}B^P_{ia}B^Q_{ia}e^{-\Delta_{ia}t_q}\Big)
\Big(\sum_{jb}B^P_{jb}B^Q_{jb}e^{-\Delta_{jb}t_q}\Big).
\end{align}
The brackets are the same matrix element, so
\begin{equation}
\begin{aligned}
X_{PQ}(t)&=\sum_{ia}B^P_{ia}B^Q_{ia}e^{-\Delta_{ia}t},\\
E_{\rm OS}&\simeq-\sum_qw_q\sum_{PQ}X_{PQ}(t_q)^2 .
\end{aligned}
\label{eq:alg}
\end{equation}

The calculation runs as follows.
\begin{enumerate}
\item Compute the integrals $(P|\mu\nu)$ over basis functions, transform $\mu,\nu$ to $i,a$ one index at a time, and solve $LB=J$. These steps cost at most $N^4$.
\item For each $t_q$, multiply column $ia$ of $B$ by $e^{-\Delta_{ia}t_q}$ and form $X$ by one matrix product with $B^T$. This takes $ovA^2$ multiplications.
\item Add $-w_q\sum_{PQ}X_{PQ}^2$ to the energy, at a cost of $A^2$, and discard $X$.
\end{enumerate}
The total is of order $N^4$ at fixed $K$. Steps 2 and 3 need only $B$, its scaled copy and $X$; the first two hold $ovA$ numbers each and $X$ holds $A^2$. The integrals $(P|\mu\nu)$ of step 1 form a larger three-index array, with $(o+v)^2A$ numbers, unless they are computed and transformed in batches of $P$. No four-index array is stored.

\section{Second control: the number of Laplace points}

The rule must represent $1/D$ between $D_{\min}=2\min\Delta_{ia}$ and $D_{\max}=2\max\Delta_{ia}$. With $x=D/D_{\min}$, the task is to fit $1/x$ by $\sum_q\omega_qe^{-x\tau_q}$ on $[1,D_{\max}/D_{\min}]$; then $t_q=\tau_q/D_{\min}$ and $w_q=\omega_q/D_{\min}$. The example minimizes the squared relative error on a logarithmic grid. The weights follow from linear least squares and the points from a nonlinear search.

Let $\eta$ be the largest value of $|D\sum_qw_qe^{-Dt_q}-1|$ on the interval. Each term of $E_{\rm OS}$ changes by at most the fraction $\eta$, and all terms have the same sign, so
\begin{equation}
|\delta E_{\rm OS}|\le\eta\sum_{iajb}\frac{\tilde g_{iajb}^2}{D_{iajb}}
=\eta\,|E_{\rm OS}|.
\label{eq:eta}
\end{equation}
Here $E_{\rm OS}$ is the fitted energy. The bound concerns quadrature alone and says nothing about the fit.

For Sr the interval runs from $0.408$ to $144.2$ Ha, a ratio of $354$. The maximum relative error, sampled on a fine grid, and the resulting energy error are:
\begin{center}
\begin{tabular}{ccc}
$K$ & $\eta$ & $\delta E_{\rm OS}$ (Ha)\\
2 & $4.9\times10^{-1}$ & $-9.5\times10^{-3}$\\
4 & $6.1\times10^{-2}$ & $-9.8\times10^{-4}$\\
6 & $5.6\times10^{-3}$ & $+6.4\times10^{-5}$\\
8 & $4.4\times10^{-4}$ & $+7.4\times10^{-6}$
\end{tabular}
\end{center}
At $K=6$ the bound is $0.0056\times0.1205=6.7\times10^{-4}$ Ha, about ten times the actual error. The bound would be reached only if every contributing denominator had a relative error of size $\eta$ and of the same sign. The table belongs to this least-squares rule. A rule that minimizes the largest error roughly halves $\eta$ for $K=4$ to $8$ (to $2.5\times10^{-3}$ at $K=6$) without a matching gain in the energy, and its bound is then two to six times the actual error.

The fourth of the six points shows the arithmetic. There $t=0.4872$ Ha$^{-1}$, $w=0.5603$ Ha$^{-1}$ and $\sum X_{PQ}^2=0.07500$ Ha$^2$, which contributes $-0.5603\times0.07500=-0.0420$ Ha. All six contributions give
\begin{align}
E_{\rm OS}=-(&0.0062118+0.0178710+0.0372407\nonumber\\
&+0.0420242+0.0132992+0.0037915)\ {\rm Ha}\nonumber\\
=-&0.1204384\ {\rm Ha},
\end{align}
or $-0.240877$ Ry. Against the unfitted sum the error is $6.6\times10^{-5}$ Ha, almost all of it from quadrature.

A small orbital gap widens the interval and calls for more points. As $D_{\min}\to0$ the difficulty is no longer numerical: the MP2 term itself diverges if its integral stays away from zero, and no choice of $K$ repairs that.

\section{Why exchange does not follow}

The Laplace transform works for exchange too. By the Cauchy--Schwarz inequality and the symmetry of $D$ under $a\leftrightarrow b$,
\begin{equation}
|\delta E_X|\le\eta\sum_{iajb}
\frac{|\tilde g_{iajb}|\,|\tilde g_{ibja}|}{D_{iajb}}
\le\eta\,|E_{\rm OS}|.
\end{equation}
With six points the fitted $E_X$ changes by $-3.6\times10^{-5}$ Ha, well within this bound. The denominator is therefore not the obstacle. The obstacle is how the indices are shared:
\begin{equation}
\begin{aligned}
\text{direct:}\quad&B^P_{ia}\,B^P_{jb}\,B^Q_{ia}\,B^Q_{jb},\\
\text{exchange:}\quad&B^P_{ia}\,B^P_{jb}\,B^Q_{ib}\,B^Q_{ja}.
\end{aligned}
\end{equation}
The exponentials depend on single orbitals and can be absorbed into the factors. In the direct term, $B^P_{ia}$ and $B^Q_{ia}$ share two indices, so their contraction runs over the four labels $i,a,P,Q$. In the exchange term, any two factors share exactly one index. Whichever pair is contracted first, the operation runs over $3+3-1=5$ labels. Every sequence of pairwise contractions of these dense arrays therefore costs at least $N^5$. Forming $\tilde g$ explicitly attains that power. An enumeration of all orders confirms $N^4$ for the direct term and $N^5$ for exchange.

The sign experiment shows that $X$ also lacks the required information. Replace $B^P_{ia}$ by $s_{ia}B^P_{ia}$ with $s_{ia}=\pm1$. Each term of $X_{PQ}(t)$ acquires $s_{ia}^2=1$, so $X$ is unchanged at every $t$, and with it $E_{\rm OS}$. An exchange term instead acquires
\begin{equation}
s_{ia}\,s_{jb}\,s_{ib}\,s_{ja}.
\end{equation}
This can be $-1$ when $i\ne j$ and $a\ne b$. Two sets of arrays with identical $X(t)$ can thus have different $E_X$, and no formula that uses $X$ alone can give exchange for general arrays. The altered arrays need not belong to any real atom; they serve to test what a formula could know. Nor are these changes of orbital phase. Those have the form $s_{ia}=\sigma_i\sigma_a$, for which the product is $+1$.

Two limits escape the argument. With a single virtual orbital, $a=b$ in every term, so $g_{iajb}=g_{ibja}$ and $E_X=-E_{\rm OS}$. With a single occupied orbital, $i=j$ and $g_{iaib}=g_{ibia}$, so $E_X=-E_{\rm OS}$ and $E_{\rm SS}=0$, as two electrons of opposite spin require.

The $N^5$ statement assumes dense arrays, pairwise contraction and no structure inside $B$. Suppose instead that the integrals separate on a grid whose size grows as $N$,
\begin{equation}
(ia|jb)\simeq\sum_{rs}x_{ir}x_{ar}Z_{rs}x_{js}x_{bs}.
\end{equation}
Use grid labels $u,v$ for the second integral, $(ib|ja)$. At each Laplace point the orbital sums give
\begin{equation}
O_{ru}=\sum_i x_{ir}x_{iu}e^{\varepsilon_it},\qquad
U_{rv}=\sum_a x_{ar}x_{av}e^{-\varepsilon_at},
\end{equation}
at cost $N^3$. The sums over $j$ and $b$ give $O_{sv}$ and $U_{su}$, and what remains is
\begin{equation}
\sum_{suv}O_{sv}U_{su}Z_{uv}
\Big(\sum_r Z_{rs}O_{ru}U_{rv}\Big).
\end{equation}
The bracket costs $N^4$ and the outer sum $N^3$. Exchange then has an $N^4$ route, provided the separation is accurate enough, which was not examined here.

\section{Choosing the settings}

\paragraph{When to use it.} With $1/D$ kept explicit, the leading cost of the direct term is $o^2v^2A$, for forming $\tilde g$. The Laplace route costs $KovA^2$. For one Sr atom, $o=5$ and $v=28$, and the ratio of the two is
\begin{equation}
\frac{KovA^2}{o^2v^2A}=\frac{KA}{ov}
=\frac{6\times192}{5\times28}=8.23 .
\end{equation}
The fourth-power method is thus about eight times more expensive for the single atom. For $n$ atoms with these dimensions the ratio becomes $8.23/n$, so the method needs fewer multiplications from $n=9$ onwards. This count takes dense arrays and fixed $K$; it does not predict run times, which also depend on memory traffic and on the use of symmetry. A large auxiliary basis or a tight quadrature moves the crossover to larger systems. The set used here is generous: the standard def2 universal JK-fitting set has $A=111$ for Sr, fits $E_{\rm OS}$ to $+8\times10^{-6}$ Ha and puts the crossover at $n=5$. Fixed $K$ also assumes that the interval does not widen. For Sr$_2$ at 4.3 \AA{} the ratio $D_{\max}/D_{\min}$ is already $450$, and bulk Sr is a metal, so large clusters of this element need more points.

\paragraph{Auxiliary basis first.} More Laplace points cannot repair a poor fit. With every second exponent removed, the fitting error is thirty to fifty times the quadrature error at $K=6$, depending on which half is kept. The fitting error in $E_{\rm OS}$ has a known sign, while the quadrature error can have either, so the two may cancel. Test each control with the other held fixed.

\paragraph{Then the Laplace points.} Choose $K$ so that $\eta|E_{\rm OS}|$ is below the error you can accept. The bound grows with the total correlation energy, so a large system may need a smaller $\eta$ for the same absolute accuracy. Check $\eta$ again whenever the orbital gap or the basis changes, since both alter the interval.

\paragraph{What the result means.} The scaled opposite-spin method replaces the full MP2 energy by $1.3\,E_{\rm OS}$, where the factor is empirical. For Sr this gives $-0.1566$ Ha, smaller in magnitude than full MP2 by $0.0118$ Ha, or 7\% of the MP2 value. That difference comes from the change of model. It is over a hundred times the combined fitting and quadrature error, and refining either control will not remove it. Its size depends on the orbital basis: in def2-QZVPP it is $0.0069$ Ha, or 3\%. MP2 is not the exact value either; CCSD(T) in def2-TZVP gives $-0.1800$ Ha. If the full MP2 energy is required, $E_X$ must be computed separately. The numerical check that follows gives these values with more digits.

\section*{Computed values}
\begin{verbatim}
Sr occupied, virtual, auxiliary functions: 5, 28, 192
occupied-virtual pairs: 140
auxiliary exponents: 12 per l, l = 0 to 3
smallest, largest exponent: 0.020, 40.960 bohr^-2
RHF energy (with core potential): -30.347123 Ha
highest occupied, lowest virtual: -0.18112, 0.02278 Ha
D_min, D_max: 0.40781, 144.2129 Ha; ratio 353.63
E_OS unfitted: -0.12050428 Ha
E_OS fitted: -0.12050264 Ha
fitting error, full auxiliary set: 1.642e-06 Ha
fitting error, every second exponent: 1.979e-03 Ha
Laplace points K | max relative error of 1/D | E_OS (Ha) | error (Ha)
  2 | 4.926e-01 | -0.12996330 | -9.461e-03
  4 | 6.098e-02 | -0.12148448 | -9.818e-04
  6 | 5.561e-03 | -0.12043840 | 6.423e-05
  8 | 4.414e-04 | -0.12049524 | 7.397e-06
K = 6 rule: t (1/Ha) | w (1/Ha) | ||X||^2 (Ha^2) | -w||X||^2 (Ha)
  0.006951 | 0.018478 | 3.361632e-01 | -0.00621178
  0.043403 | 0.060405 | 2.958529e-01 | -0.01787101
  0.152602 | 0.180366 | 2.064728e-01 | -0.03724074
  0.487230 | 0.560336 | 7.499814e-02 | -0.04202418
  1.536001 | 1.764533 | 7.536949e-03 | -0.01329919
  4.900191 | 5.818136 | 6.516698e-04 | -0.00379150
E_OS fitted + Laplace, K = 6: -0.120438 Ha = -0.240877 Ry
total error against unfitted sum: 6.587e-05 Ha
exchange part E_X unfitted: 0.07265639 Ha
exchange part E_X fitted: 0.07265445 Ha
exchange part E_X fitted + Laplace: 0.07261887 Ha
same-spin energy E_SS: -0.04784788 Ha
full MP2 energy: -0.168352 Ha = -0.336704 Ry
1.3 * E_OS (fitted + Laplace): -0.156570 Ha
after pair sign changes, E_OS: -0.12050264 Ha
after pair sign changes, E_X: 0.06443589 Ha
lowest power of N, direct with Laplace: 4.00
lowest power of N, direct with denominator tensor: 5.00
lowest power of N, exchange with Laplace: 5.00
lowest power of N, exchange on separable grid: 4.00
crossover estimate K*A/(o*v): 8.23 atoms
first atom count where Laplace route is cheaper: 9
\end{verbatim}
